# Short-range Coulomb exchange energy of the relativistic electron gas, part 1

(Sections cited here and not found follow in the second part.)

Take a uniform electron gas of density $n = 13975.08$ bohr$^{-3}$, the density of a nonrelativistic hydrogenic $1s$ pair at a nucleus of charge 28, and let the electrons repel through $\mathrm{erfc}(\mu r)/r$. The relativistic exchange energy per electron divided by the nonrelativistic one is $0.972013$ for $\mu = 0.4$ bohr$^{-1}$, $0.937992$ for $\mu = 40$ bohr$^{-1}$ and $0.926231$ for $\mu = 400$ bohr$^{-1}$. The density, the occupied states and the speed of light are the same in all three cases, yet relativity removes 2.8 % of the exchange energy in the first case and 7.4 % in the last. A code that multiplies the nonrelativistic short-range exchange by the full-range relativistic factor, $0.972366$ at this density, is nearly right at small $\mu$ and wrong by several per cent at large $\mu$. The cause is that the overlap of two Dirac spinors falls as their momenta move apart, and that a shorter interaction gives more weight to pairs whose momenta are far apart. The expansion in $1/c^2$ derived below makes the statement quantitative.

## 1. Model and conventions

Hartree atomic units are used, so $\hbar = m_e = e = 4\pi\varepsilon_0 = 1$ and $c = 137.035999$. The gas is unpolarised and fills a volume $V$ with periodic boundary conditions. Its state is one determinant of free positive-energy Dirac plane waves
$$\psi_{\mathbf k s}(\mathbf r) = V^{-1/2}\,u_{\mathbf k s}\,e^{i\mathbf k\cdot\mathbf r},\qquad u^\dagger_{\mathbf k s}u_{\mathbf k s'} = \delta_{ss'},\qquad s = 1,2,\qquad k\le k_F .$$
With two states per $\mathbf k$ and $\sum_{\mathbf k}\to V\int d^3k/(2\pi)^3$, the density is $n = 2\cdot\frac{4\pi}{3}k_F^3/(2\pi)^3 = k_F^3/3\pi^2$, as in the nonrelativistic gas. Negative-energy states are ignored (no-pair approximation). Only the instantaneous charge-charge interaction is kept. The current-current (Gaunt or Breit) term has vertices $u^\dagger\boldsymbol\alpha u$ of size $k/c$, so its exchange energy also starts at order $1/c^2$. It is a separate contribution, and the result below must not be compared with a formula that includes it.

The two dimensionless variables are
$$\beta = k_F/c,\qquad m = \mu/k_F ,$$
and three abbreviations recur:
$$\eta = \sqrt{1+\beta^2},\qquad E = e^{-1/m^2},\qquad R = \sqrt\pi\,\mathrm{erf}(1/m).$$
A formula written in the variable $\mu/2k_F$ has $m/2$ as its argument, and the two conventions must not be mixed.

**Result.** The exchange energy per electron is
$$\varepsilon_x = -\frac{3k_F}{4\pi}F(m,\beta),\qquad F = \sum_{j\ge0}F_j(m)\,\beta^{2j},\tag{1}$$
with
$$F_0 = 1-\tfrac43 m\left[R-\tfrac32m+\tfrac12m^3+\left(m-\tfrac12m^3\right)E\right],\tag{2}$$
$$F_1 = -\tfrac19+\tfrac23m^3\left[R-3m+2m^3+\left(m-2m^3\right)E\right],\tag{3}$$
$$F_2 = \tfrac{13}{180}-m^3\Big[\left(\tfrac8{15}+3m^2\right)R-3m-\tfrac{16}3m^3+\tfrac{18}5m^5+\left(\tfrac8{15}m+\tfrac{26}{15}m^3-\tfrac{18}5m^5\right)E\Big].\tag{4}$$
The series converges for $k_F<c$, uniformly in $\mu$. It is a series in $(k_F/c)^2$, and it must not be summed term by term at higher density: its radius of convergence is shown below to be exactly $k_F = c$ in the limits $\mu\to0$ and $\mu\to\infty$, and in an example at intermediate $\mu$ the partial sums grow rapidly at $k_F = 2c$.

## 2. The exchange integral

**Interaction in momentum space.** Substituting $x = tr$ in $\mathrm{erfc}(\mu r) = \frac2{\sqrt\pi}\int_{\mu r}^\infty e^{-x^2}dx$ gives
$$\frac{\mathrm{erfc}(\mu r)}r = \frac2{\sqrt\pi}\int_\mu^\infty e^{-t^2r^2}dt .$$
The three-dimensional Fourier transform of $e^{-t^2r^2}$ is the product of three one-dimensional Gaussian integrals, $(\pi/t^2)^{3/2}e^{-q^2/4t^2}$. Since $\frac2{\sqrt\pi}\pi^{3/2} = 2\pi$,
$$w(q) = 2\pi\int_\mu^\infty t^{-3}e^{-q^2/4t^2}dt .$$
Put $\sigma = q^2/4t^2$, so that $d\sigma = -q^2\,dt/2t^3$ and $\sigma$ runs from $q^2/4\mu^2$ down to $0$:
$$w(q) = \frac{4\pi}{q^2}\int_0^{q^2/4\mu^2}e^{-\sigma}d\sigma = \frac{4\pi}{q^2}\left(1-e^{-q^2/4\mu^2}\right).\tag{5}$$
For $\mu\to0$ this is the Coulomb transform $4\pi/q^2$. At $q = 0$ it is finite, $w(0) = \pi/\mu^2$.

**Exchange of a determinant.** The interaction operator is $\frac12\sum\langle ij|w|kl\rangle a_i^\dagger a_j^\dagger a_la_k$. In a determinant, $\langle a_i^\dagger a_j^\dagger a_la_k\rangle = \delta_{ik}\delta_{jl}-\delta_{il}\delta_{jk}$ for occupied $i,j$, the minus sign coming from one anticommutation. The first term is the Hartree energy and the second is
$$E_x = -\frac12\sum_{ij}^{\rm occ}\iint\psi_i^\dagger(\mathbf r)\psi_j(\mathbf r)\,w(|\mathbf r-\mathbf r'|)\,\psi_j^\dagger(\mathbf r')\psi_i(\mathbf r')\,d^3r\,d^3r' .$$
The interaction is the unit matrix in spinor space, so each factor $\psi_i^\dagger\psi_j$ is a sum over all four components. For plane waves $\psi_1^\dagger\psi_2 = V^{-1}u_1^\dagger u_2\,e^{i(\mathbf k_2-\mathbf k_1)\cdot\mathbf r}$. The product of the two factors depends on $\mathbf r-\mathbf r'$ only; one integration gives $V$ and the other gives $w(q)$ with $\mathbf q = \mathbf k_1-\mathbf k_2$. Thus $E_x = -\frac1{2V}\sum w(q)|u_1^\dagger u_2|^2$. Converting both momentum sums to integrals and dividing by $N = nV$,
$$\varepsilon_x = -\frac1{2n}\iint_{k_1,k_2\le k_F}\frac{d^3k_1\,d^3k_2}{(2\pi)^6}\,w(q)\,T,\qquad T = \sum_{s_1s_2}\left|u^\dagger_{\mathbf k_1s_1}u_{\mathbf k_2s_2}\right|^2 .\tag{6}$$

**Spin sum.** The free Dirac matrix is $H_{\mathbf k} = c\,\boldsymbol\alpha\cdot\mathbf k+c^2\beta_D$, where $\beta_D$ is the Dirac matrix and is unrelated to the number $\beta$. The four matrices $\alpha_1,\alpha_2,\alpha_3,\beta_D$ square to one and anticommute, so $H_{\mathbf k}^2 = c^2k^2+c^4\equiv\mathcal E_k^2$. The projector on the eigenvalue $+\mathcal E_k$ is therefore $\Lambda_{\mathbf k} = \frac12(1+H_{\mathbf k}/\mathcal E_k) = \sum_su_{\mathbf ks}u^\dagger_{\mathbf ks}$, and $T = \mathrm{Tr}[\Lambda_{\mathbf k_1}\Lambda_{\mathbf k_2}]$. Each of the four matrices is traceless: if $A$ anticommutes with $B$ and $B^2 = 1$, then $\mathrm{Tr}A = \mathrm{Tr}(BAB) = -\mathrm{Tr}A$. The trace of a product of two of them is half the trace of their anticommutator, which is $4$ for equal and $0$ for different matrices. Hence $\mathrm{Tr}H = 0$, $\mathrm{Tr}(H_1H_2) = 4(c^2\mathbf k_1\cdot\mathbf k_2+c^4)$, and
$$T = \frac14\left[4+\frac{4(c^2\mathbf k_1\cdot\mathbf k_2+c^4)}{\mathcal E_1\mathcal E_2}\right] = 1+\frac{1+\mathbf k_1\cdot\mathbf k_2/c^2}{e_1e_2},\qquad e_i = \frac{\mathcal E_i}{c^2} = \sqrt{1+k_i^2/c^2}.\tag{7}$$
The Euclidean four-vector $N_i = (1,\mathbf k_i/c)/e_i$ has unit length, and (7) says $T = 1+N_1\cdot N_2 = 2-\frac12|N_1-N_2|^2$. So $0<T\le2$, with $T = 2$ only for $\mathbf k_1 = \mathbf k_2$ or $c\to\infty$. The value 2 counts the two same-spin pairs of the nonrelativistic theory. Since $w>0$, relativity can only reduce the magnitude of the Coulomb exchange energy, for every $\mu$.

A second form follows from $\mathbf k_1\cdot\mathbf k_2 = \frac12(k_1^2+k_2^2-q^2)$ and $k_i^2/c^2 = e_i^2-1$. The numerator in (7) becomes $1+\frac12(e_1^2+e_2^2-2)-q^2/2c^2 = \frac12(e_1^2+e_2^2-q^2/c^2)$, and adding $e_1e_2$,
$$T = \frac{(e_1+e_2)^2-q^2/c^2}{2e_1e_2},\qquad T-2 = \frac{(e_1-e_2)^2-q^2/c^2}{2e_1e_2}.\tag{8}$$
The second equality uses $(e_1+e_2)^2-4e_1e_2 = (e_1-e_2)^2$.

## 3. Two reductions of the six-dimensional integral

Scale all momenta by $k_F$: $k_i = k_Fx_i$, $q = k_Fy$, with $0\le x_i\le1$ and $0\le y\le2$. Then $e_i = \sqrt{1+\beta^2x_i^2}$, $q^2/c^2 = \beta^2y^2$ and $q^2/4\mu^2 = y^2/4m^2$.

**Bipolar form.** The integrand depends on $k_1$, $k_2$ and the angle $\vartheta$ between the vectors, so $d^3k_1d^3k_2\to4\pi k_1^2dk_1\,2\pi k_2^2dk_2\,d\cos\vartheta$. The constants collect as
$$\frac1{2n}\cdot\frac{8\pi^2\cdot4\pi\,k_F^6/k_F^2}{(2\pi)^6} = \frac{3\pi^2}{2k_F^3}\cdot\frac{32\pi^3k_F^4}{64\pi^6} = \frac{3k_F}{4\pi},$$
which is the prefactor of (1), and
$$F = \int_0^1\!\!\int_0^1x_1^2x_2^2\,dx_1dx_2\int_{-1}^1d\cos\vartheta\;\frac{1-e^{-y^2/4m^2}}{y^2}\,T .\tag{9}$$
From $y^2 = x_1^2+x_2^2-2x_1x_2\cos\vartheta$ one has $y\,dy = -x_1x_2\,d\cos\vartheta$, so equivalently
$$F = \int_0^1\!\!\int_0^1x_1x_2\,dx_1dx_2\int_{|x_1-x_2|}^{x_1+x_2}\frac{dy}y\left(1-e^{-y^2/4m^2}\right)T .\tag{10}$$

**Lens form.** To isolate the dependence on $\mu$, the integral over $y$ is done last. Change variables to $\mathbf y = \mathbf x_1-\mathbf x_2$ and $\mathbf X = \frac12(\mathbf x_1+\mathbf x_2)$, with unit Jacobian. For fixed $\mathbf y$ use cylindrical coordinates $(\rho,\zeta)$ for $\mathbf X$ about the direction of $\mathbf y$, and let $a = y/2$. Then
$$u\equiv x_1^2 = \rho^2+(\zeta+a)^2,\qquad v\equiv x_2^2 = \rho^2+(\zeta-a)^2 = u-4a\zeta .$$
The allowed region is the lens where both $u\le1$ and $v\le1$. The reflection $\zeta\to-\zeta$ swaps $u$ and $v$ and leaves $T$ unchanged, so the integral is twice that over $\zeta\ge0$, where $v\le u$ and only $u\le1$ restricts. With $s = \zeta+a$ and, at fixed $s$, $du = 2\rho\,d\rho$, the measure is $2\cdot2\pi\rho\,d\rho\,d\zeta = 2\pi\,ds\,du$, with $s$ from $a$ to $1$ and $u$ from $s^2$ (where $\rho = 0$) to $1$. The remaining measure is $4\pi y^2dy$, whose $y^2$ cancels the $1/y^2$ of $w$. The constants are $4\pi\cdot2\pi\cdot4\pi = 32\pi^3$ as before, so
$$F = \int_0^2\left(1-e^{-y^2/4m^2}\right)g(y)\,dy,\qquad g(y) = \int_a^1ds\int_{s^2}^1du\;T,\tag{11}$$
$$v = u-4a(s-a),\qquad d\equiv\mathbf x_1\cdot\mathbf x_2 = \tfrac12(u+v-y^2) = u-2as .$$
The function $g$ depends on $\beta$ but not on $\mu$, is non-negative, and vanishes at $y = 2$, where the lens shrinks to a point.

## 4. Expansion in $\beta^2$

Let $z = \beta^2$. Then $T = 1+(1+zd)(1+zu)^{-1/2}(1+zv)^{-1/2}$, with $0\le u,v\le1$ and $|d|\le1$.

**Convergence.** For complex $z$ with $|z| = r<1$ one has $|1+zu|\ge1-r$ and $|1+zv|\ge1-r$, so $T$ is analytic in the disc $|z|<1$ and $|T|\le1+(1+r)/(1-r) = 2/(1-r)$ on the circle, at every point of the integration region. Cauchy's estimate bounds the Taylor coefficients of $T = \sum T_jz^j$ by $|T_j|\le2/[(1-r)r^j]$. The weight in (11) is non-negative, and $F_0$ is the integral of $T_0 = 2$ with that weight, so
$$|F_j(m)|\le\frac{F_0(m)}{(1-r)\,r^j}\qquad\text{for every }0<r<1 .\tag{12}$$
For $\beta^2<r$ the series for $T$ is dominated by a geometric series, may be integrated term by term, and converges with a relative error bound that does not depend on $m$. For $\beta<1$ the limits $\mu\to0$ and $\mu\to\infty$ may therefore be taken order by order.

**Coefficients of $T$.** With $b_i = \binom{-1/2}i$, that is $b_0 = 1$, $b_1 = -\frac12$, $b_2 = \frac38$, the product of the two binomial series is $1/e_1e_2 = \sum S_jz^j$ with $S_j = \sum_{i=0}^jb_ib_{j-i}u^iv^{j-i}$. Then
$$T_0 = 2,\qquad T_j = S_j+d\,S_{j-1}\quad(j\ge1).\tag{13}$$
With $S_0 = 1$, $S_1 = -\frac12(u+v)$ and $S_2 = \frac38(u^2+v^2)+\frac14uv$,
$$T_1 = -\tfrac12(u+v)+\tfrac12(u+v-y^2) = -\tfrac12y^2,$$
$$T_2 = \tfrac38(u^2+v^2)+\tfrac14uv-\tfrac14(u+v)^2+\tfrac14y^2(u+v) = \tfrac18(u-v)^2+\tfrac14y^2(u+v),$$
where the last step uses $\frac38-\frac14 = \frac18$ for the squares and $\frac14-\frac12 = -\frac14$ for $uv$. At first order the normalisation of the two spinors cancels everything in the small-component overlap except the momentum transfer. Dropping the normalisation, or keeping only the large components, gives a wrong $T_1$.

**The polynomials $g_j$.** Each $T_j$ is a polynomial in $u$, $s$, $a$, and every monomial is integrated by
$$\int_a^1s^lds\int_{s^2}^1u^idu = \frac1{i+1}\left[\frac{1-a^{l+1}}{l+1}-\frac{1-a^{l+2i+3}}{l+2i+3}\right].\tag{14}$$
So $g_j$ is a polynomial in $y$ with rational coefficients. Counting $u$ as degree two, $T_j$ is homogeneous of degree $2j$, and (14) adds at most three, so the degree of $g_j$ is at most $2j+3$.

For $j = 0$, $g_0 = 2\int_a^1(1-s^2)ds = 2\left[\frac23-a+\frac13a^3\right]$, so
$$g_0 = \tfrac43-y+\tfrac1{12}y^3 .$$
Since $T_1 = -\frac14y^2T_0$ is constant over the lens,
$$g_1 = -\tfrac14y^2g_0 = -\tfrac13y^2+\tfrac14y^3-\tfrac1{48}y^5 .$$
For $j = 2$, $u-v = 4a\zeta$ gives $\frac18(u-v)^2 = 2a^2\zeta^2$, and $\frac14y^2(u+v) = a^2(2u-4a\zeta)$. Hence $T_2 = 2a^2[u+\zeta^2-2a\zeta]$ with $\zeta^2-2a\zeta = s^2-4as+3a^2$. The $u$ integral gives $2a^2[\frac12(1-s^4)+(s^2-4as+3a^2)(1-s^2)]$, and the four $s$ integrals are
$$\int_a^1\tfrac12(1-s^4)ds = \tfrac25-\tfrac12a+\tfrac1{10}a^5,\qquad\int_a^1s^2(1-s^2)ds = \tfrac2{15}-\tfrac13a^3+\tfrac15a^5,$$
$$-4a\int_a^1s(1-s^2)ds = -a+2a^3-a^5,\qquad3a^2\int_a^1(1-s^2)ds = 2a^2-3a^3+a^5 .$$
Their sum is $\frac8{15}-\frac32a+2a^2-\frac43a^3+\frac3{10}a^5$, which vanishes at $a = 1$ as it must. Multiplying by $2a^2$ and putting $a = y/2$,
$$g_2 = \tfrac4{15}y^2-\tfrac38y^3+\tfrac14y^4-\tfrac1{12}y^5+\tfrac3{640}y^7 .$$
The same rule, applied by machine to $T_3$, gives
$$g_3 = -\tfrac5{21}y^2+\tfrac12y^3-\tfrac35y^4+\tfrac{11}{24}y^5-\tfrac5{24}y^6+\tfrac3{64}y^7-\tfrac{41}{26880}y^9 .$$

## 5. The integrals over momentum transfer

Write $g_j = \sum_pg_{jp}y^p$ and define $J_p = \int_0^2y^pe^{-y^2/4m^2}dy$. Since $\int_0^2y^pdy = 2^{p+1}/(p+1)$,
$$F_j = \sum_pg_{jp}\left[\frac{2^{p+1}}{p+1}-J_p\right].\tag{15}$$
With $y = 2mt$, $J_0 = 2m\int_0^{1/m}e^{-t^2}dt = mR$. The identity $y\,e^{-y^2/4m^2} = -2m^2\frac d{dy}e^{-y^2/4m^2}$ gives $J_1 = 2m^2(1-E)$ directly, the exponential being $E$ at $y = 2$. For $p\ge2$, integrating by parts with $y^{p-1}$ as the factor to differentiate, the boundary term is $-2m^2\,2^{p-1}E$ from $y = 2$ and zero from $y = 0$:
$$J_p = 2m^2\left[(p-1)J_{p-2}-2^{p-1}E\right].\tag{16}$$
The moments needed are
$$J_2 = 2m^3R-4m^2E,\qquad J_3 = 8m^4(1-E)-8m^2E,\qquad J_4 = 12m^5R-24m^4E-16m^2E,$$
$$J_5 = 64m^6(1-E)-64m^4E-32m^2E,\qquad J_7 = 768m^8(1-E)-768m^6E-384m^4E-128m^2E .$$

**Order zero.** The constant is $\int_0^2g_0\,dy = \frac83-2+\frac13 = 1$. The rest is
$$\tfrac43J_0-J_1+\tfrac1{12}J_3 = \tfrac43mR-2m^2+2m^2E+\tfrac23m^4-\tfrac23m^4E-\tfrac23m^2E = \tfrac43mR-2m^2+\tfrac23m^4+\left(\tfrac43m^2-\tfrac23m^4\right)E .$$
Taking out $\frac43m$ gives (2), the known nonrelativistic short-range Dirac exchange.

**Order one.** The constant is $-\frac13\cdot\frac83+\frac14\cdot4-\frac1{48}\cdot\frac{64}6 = -\frac89+1-\frac29 = -\frac19$. The rest is $+\frac13[J_2-\frac34J_3+\frac1{16}J_5]$, and
$$J_2-\tfrac34J_3+\tfrac1{16}J_5 = 2m^3R-6m^4+4m^6+E\left[(-4+6-2)m^2+(6-4)m^4-4m^6\right].$$
The $m^2E$ terms cancel. Taking out $2m^3$ gives (3).

**Order two.** The constant is $\frac4{15}\cdot\frac83-\frac38\cdot4+\frac14\cdot\frac{32}5-\frac1{12}\cdot\frac{64}6+\frac3{640}\cdot32 = \frac{32}{45}-\frac32+\frac85-\frac89+\frac3{20}$. Over the denominator 180 this is $(128-270+288-160+27)/180 = \frac{13}{180}$. The rest is minus $\frac4{15}J_2-\frac38J_3+\frac14J_4-\frac1{12}J_5+\frac3{640}J_7$, whose parts are as follows. The terms in $R$ are $\frac8{15}m^3+3m^5$. The terms free of $R$ and $E$ are $-3m^4-\frac{16}3m^6+\frac{18}5m^8$. The terms in $E$ have coefficients
$$m^2:\ -\tfrac{16}{15}+3-4+\tfrac83-\tfrac35 = 0,\qquad m^4:\ 3-6+\tfrac{16}3-\tfrac95 = \tfrac8{15},\qquad m^6:\ \tfrac{16}3-\tfrac{18}5 = \tfrac{26}{15},\qquad m^8:\ -\tfrac{18}5 .$$
Taking out $m^3$ gives (4). Equations (13) to (16) generate every higher $F_j$ in the same form, a polynomial in $m$ plus polynomials times $R$ and $E$.

## 6. The limit $\mu\to0$

### 6.1 Full-range value in closed form

At $m = 0$ the factor $1-e^{-y^2/4m^2}$ is one. Call the value $\Phi(\beta) = F(0,\beta)$ and insert the first form of (8) in (10). The $y$ integrals are elementary.

The term in $y^2$ needs $\int y\,dy = \frac12[(x_1+x_2)^2-(x_1-x_2)^2] = 2x_1x_2$ and factorises:
$$-\beta^2\iint\frac{x_1^2x_2^2}{e_1e_2}dx_1dx_2 = -\beta^2P^2,\qquad P = \int_0^1\frac{x^2dx}{\sqrt{1+\beta^2x^2}} .$$
Put $\beta x = \sinh\theta$, so that $e = \cosh\theta$ and $\beta\,dx = \cosh\theta\,d\theta$. The upper limit is $\alpha = \operatorname{asinh}\beta$. Let $S = \sinh\alpha = \beta$ and $C = \cosh\alpha = \eta$. Then $P = \beta^{-3}\int_0^\alpha\sinh^2\theta\,d\theta$, and since $\frac d{d\alpha}(SC-\alpha) = C^2+S^2-1 = 2S^2$,
$$P = \frac{\beta\eta-\operatorname{asinh}\beta}{2\beta^3},\qquad\beta^6P^2 = \tfrac14(SC-\alpha)^2 .\tag{17}$$

The other term needs $\int dy/y = \ln|(x_1+x_2)/(x_1-x_2)|$. With $x\,dx/e = \sinh\theta\,d\theta/\beta^2$ it equals $W(\alpha)/\beta^4$, where
$$W(\alpha) = \frac12\int_0^\alpha\!\!\int_0^\alpha\sinh\theta_1\sinh\theta_2\,(\cosh\theta_1+\cosh\theta_2)^2\ln\left|\frac{\sinh\theta_1+\sinh\theta_2}{\sinh\theta_1-\sinh\theta_2}\right|d\theta_1d\theta_2 .$$
The integrand does not contain $\alpha$ and is symmetric, so differentiating the two upper limits gives two equal terms. Writing $b$ for the remaining variable, $\sigma = \sinh b$ and $\chi = \cosh b$,
$$\frac{dW}{d\alpha} = S\int_0^\alpha\sigma\,(C+\chi)^2\ln\frac{S+\sigma}{S-\sigma}\,db .$$
Integrate by parts with the antiderivative $G = \frac13[(C+\chi)^3-8C^3]$ of $\sigma(C+\chi)^2$, chosen to vanish linearly at $b = \alpha$ so that it removes the logarithmic singularity there. At $b = 0$ the logarithm vanishes, so both boundary terms are zero. The derivative of the logarithm is $\chi[1/(S+\sigma)+1/(S-\sigma)] = 2S\chi/(S^2-\sigma^2) = 2S\chi/(C^2-\chi^2)$. The difference of cubes factorises, $8C^3-(C+\chi)^3 = (C-\chi)[4C^2+2C(C+\chi)+(C+\chi)^2]$, and $C-\chi$ cancels against the denominator:
$$\frac{dW}{d\alpha} = \frac{2S^2}3\int_0^\alpha\chi\left[\chi+3C+\frac{4C^2}{C+\chi}\right]db = \frac{2S^2}3\int_0^\alpha\left[\chi^2+3C\chi+4C^2-\frac{4C^3}{C+\chi}\right]db,$$
using $\chi/(C+\chi) = 1-C/(C+\chi)$. The first three integrals are $\frac12(\alpha+SC)$, $3CS$ and $4C^2\alpha$. For the last, differentiate $\ln[\cosh\frac{b+\alpha}2/\cosh\frac{b-\alpha}2]$ with respect to $b$. The result is $\frac12[\tanh\frac{b+\alpha}2-\tanh\frac{b-\alpha}2] = \sinh\alpha/[2\cosh\frac{b+\alpha}2\cosh\frac{b-\alpha}2] = S/(C+\chi)$. The logarithm is $\ln C$ at $b = \alpha$ and $0$ at $b = 0$, so $\int_0^\alpha db/(C+\chi) = \ln C/S$. Therefore
$$\frac{dW}{d\alpha} = \alpha\left(\tfrac13S^2+\tfrac83S^2C^2\right)+\tfrac73S^3C-\tfrac83SC^3\ln C .\tag{18}$$
Integrate from $W(0) = 0$, using $dS = C\,d\alpha$ and $dC = S\,d\alpha$. The last term gives $-\frac83[\frac14C^4\ln C-\frac1{16}(C^4-1)] = -\frac23C^4\ln C+\frac16S^4+\frac13S^2$, because $C^4-1 = S^4+2S^2$. The middle term gives $\frac7{12}S^4$. For the first, $\frac d{d\alpha}(S^3C) = 3S^2C^2+S^4 = 4S^2C^2-S^2$, so $\frac13S^2+\frac83S^2C^2 = \frac23\frac d{d\alpha}(S^3C)+S^2$ has the antiderivative $K = \frac23S^3C+\frac12(SC-\alpha)$, and by parts the term gives $\alpha K-\int K = \alpha K-\frac16S^4-\frac14S^2+\frac14\alpha^2$. Adding,
$$W = \tfrac7{12}S^4+\tfrac1{12}S^2+\tfrac23\alpha S^3C+\tfrac12\alpha SC-\tfrac14\alpha^2-\tfrac23C^4\ln C .$$
Since $\frac14(SC-\alpha)^2 = \frac14(S^2+S^4)-\frac12\alpha SC+\frac14\alpha^2$, this is $W = \frac56S^4+\frac13S^2+\frac23\alpha S^3C-\frac23C^4\ln C-\frac14(SC-\alpha)^2$. Subtracting $\beta^6P^2$ doubles the last term, and dividing by $\beta^4$,
$$\Phi = \frac56+\frac1{3\beta^2}+\frac{2\eta}{3\beta}\operatorname{asinh}\beta-\frac{2\eta^4}{3\beta^4}\ln\eta-\frac12\left(\frac\eta\beta-\frac{\operatorname{asinh}\beta}{\beta^2}\right)^2 .\tag{19}$$
This is the longitudinal relativistic exchange factor of the full Coulomb interaction.

This part has derived the expansion of the short-range exchange energy in $1/c^2$, with explicit coefficients through $F_2$ and convergence for $k_F<c$, and the closed form (19) at $\mu=0$. What remains is to compare the series with (19), treat small and large $\mu$, and give the implementation notes, worked example and numerical checks.

Numbers in the example were calculated in double precision.
